# Symmetry-mode decomposition of a distorted perovskite: tetragonal BaTiO3 as example: verification in Python

```python
"""Symmetry-mode decomposition of a tetragonal perovskite (BaTiO3 type).

Result under test: a distorted crystal with the parent's number of atoms is,
up to rigid motion, r' = U (r + u) with sum(u) = 0. U is the stretch of the
cell and u the internal displacement, which splits into orthogonal irreps of
the cubic point group. For P4mm, u is purely T1u along z, with three
independent amplitudes Q, and sum(Q^2) = A^2 = sum |u_j|^2.
Modes have unit norm over one primitive cell; lengths are in angstrom.
All structural parameters are round model values.
"""
import itertools
import numpy as np
from scipy.optimize import linear_sum_assignment, minimize
from scipy.spatial.transform import Rotation

edge = 4.00
parent_cell = edge * np.eye(3)          # lattice vectors are columns
species = np.array(["Ba", "Ti", "O", "O", "O"])
labels = ["Ba", "Ti", "O apical", "O equatorial 1", "O equatorial 2"]
sites = np.array([[0, 0, 0], [.5, .5, .5], [.5, .5, 0],
                  [.5, 0, .5], [0, .5, .5]])
n_atoms = len(sites)


def match_atoms(kinds, frac):
    """Return atom order, origin shift and centred displacements."""
    counts = [np.sum(species == kind) for kind in species]
    anchor = int(np.argmin(counts))
    best = None
    for start in np.flatnonzero(kinds == species[anchor]):
        shift = frac[start] - sites[anchor]
        previous = np.inf
        while True:
            order = np.empty(n_atoms, dtype=int)
            for kind in np.unique(species):
                p = np.flatnonzero(species == kind)
                q = np.flatnonzero(kinds == kind)
                gap = frac[q][None] - sites[p][:, None] - shift
                gap -= np.rint(gap)
                rows, cols = linear_sum_assignment(
                    np.sum((edge * gap) ** 2, axis=-1))
                order[p[rows]] = q[cols]
            gap = frac[order] - sites - shift
            gap -= np.rint(gap)
            mean = gap.mean(axis=0)
            shift = shift + mean
            u = edge * (gap - mean)
            cost = np.sum(u ** 2)
            if cost > previous - 1e-14:
                break
            previous = cost
        if best is None or cost < best[0]:
            best = (cost, order, shift % 1.0, u)
    return best[1:]


def stretch_of(cell):
    """Positive symmetric factor U of F = R U."""
    F = cell @ np.linalg.inv(parent_cell)
    values, vectors = np.linalg.eigh(F.T @ F)
    return vectors @ np.diag(np.sqrt(values)) @ vectors.T


def bond_lengths(cell, kinds, frac, first, second, count):
    """Shortest distances from one atom of the first kind to the second."""
    images = np.array(list(itertools.product(range(-2, 3), repeat=3)))
    centre = frac[np.flatnonzero(kinds == first)[0]]
    gaps = frac[kinds == second][:, None] + images[None] - centre
    lengths = np.linalg.norm(gaps.reshape(-1, 3) @ cell.T, axis=1)
    return np.sort(lengths)[:count]


def clean(values, digits):
    return np.round(np.asarray(values, dtype=float), digits) + 0.0


def row(values, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in clean(values, digits).ravel())


# Cubic point group and its action on the 15 displacement coordinates.
ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3))
        R[range(3), perm] = signs
        ops.append(R)
ops = np.array(ops)


def displacement_matrix(R):
    D = np.zeros((3 * n_atoms, 3 * n_atoms))
    for j in range(n_atoms):
        gap = R @ sites[j] - sites
        gap -= np.rint(gap)
        k = int(np.argmin(np.sum(gap ** 2, axis=1)))
        assert np.allclose(gap[k], 0) and species[k] == species[j]
        D[3 * k:3 * k + 3, 3 * j:3 * j + 3] = R
    return D


reps = np.array([displacement_matrix(R) for R in ops])
det = np.rint(np.linalg.det(ops))
parity = np.rint(np.linalg.det(np.abs(ops)))
trace = np.trace(ops, axis1=1, axis2=2)
axis_trace = np.trace(np.abs(ops), axis1=1, axis2=2)
even = {"A1": np.ones(48), "A2": parity, "E": axis_trace - 1,
        "T1": det * trace, "T2": det * parity * trace}
chars = {name + "g": chi for name, chi in even.items()}
chars.update({name + "u": chi * det for name, chi in even.items()})
dims = {name: {"A": 1, "E": 2, "T": 3}[name[0]] for name in chars}
table = np.array(list(chars.values()))
assert np.allclose(table @ table.T / 48, np.eye(10))
assert sum(d * d for d in dims.values()) == 48

projectors = {name: dims[name] / 48 * np.einsum("g,gij->ij", chi, reps)
              for name, chi in chars.items()}
rep_trace = np.trace(reps, axis1=1, axis2=2)
multiplicity = {name: int(round(chi @ rep_trace / 48))
                for name, chi in chars.items()}
for name, P in projectors.items():
    assert np.allclose(P @ P, P) and np.allclose(P, P.T)
    rank = np.linalg.matrix_rank(P, tol=1e-9)
    assert rank == dims[name] * multiplicity[name]
assert np.allclose(sum(projectors.values()), np.eye(15))
assert {k: m for k, m in multiplicity.items() if m} == {"T1u": 4, "T2u": 1}

# T1u partner operators and optical mode basis.
transfer = 3 / 48 * np.einsum("gab,gij->abij", ops, reps)
keeps_z = [i for i, R in enumerate(ops) if R[2, 2] == 1]
assert len(keeps_z) == 8
assert np.allclose(reps[keeps_z].mean(axis=0), transfer[2, 2])

trials = [np.tile([0., 0., 1.], n_atoms)]
for atom in (0, 1, 2):
    trial = np.zeros(15)
    trial[3 * atom + 2] = 1
    trials.append(trial)
basis = []
for trial in trials:
    vector = transfer[2, 2] @ trial
    for known in basis:
        vector = vector - known * (known @ vector)
    basis.append(vector / np.linalg.norm(vector))
modes = np.array([[transfer[a, 2] @ v for a in range(3)] for v in basis[1:]])
flat = modes.reshape(9, 15)
assert np.allclose(flat @ flat.T, np.eye(9))
assert np.allclose(flat.reshape(9, n_atoms, 3).sum(axis=1), 0)

# Model crystal, disguised by rotation, origin shift, wrapping and shuffling.
a_tet, c_tet = 3.98, 4.08
dz = np.array([0, .02, -.03, -.01, -.01])
internal = np.outer(dz, [0, 0, 1])
hidden_shift = np.array([.37, .21, .68])
shuffle = np.array([3, 0, 4, 1, 2])
turn = Rotation.from_rotvec([.3, -.5, .7]).as_matrix()
cell = turn @ np.diag([a_tet, a_tet, c_tet])
kinds = species[shuffle]
frac = ((sites + internal + hidden_shift) % 1.0)[shuffle]

order, shift, u = match_atoms(kinds, frac)
U = stretch_of(cell)
strain = U - np.eye(3)
A = np.linalg.norm(u)
Q = modes @ u.ravel()
assert np.array_equal(order, np.argsort(shuffle))
assert np.allclose(shift, (hidden_shift + internal.mean(axis=0)) % 1)

# Brute-force search over origin shifts and oxygen permutations.
grid = np.array(list(itertools.product(np.arange(12) / 12, repeat=3)))
oxygen = np.flatnonzero(kinds == "O")
lowest = np.inf
for choice in itertools.permutations(oxygen):
    trial_order = [np.flatnonzero(kinds == "Ba")[0],
                   np.flatnonzero(kinds == "Ti")[0], *choice]
    gap = (frac[trial_order] - sites)[None] - grid[:, None]
    gap -= np.rint(gap)
    gap -= gap.mean(axis=1, keepdims=True)
    lowest = min(lowest, np.min(np.sum((edge * gap) ** 2, axis=(1, 2))))
assert abs(lowest - A ** 2) < 1e-12

# Sufficient condition for a correct match, tried on random distortions.
images = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
like_distances = []
for i, j in itertools.product(range(n_atoms), repeat=2):
    if species[i] == species[j]:
        lengths = edge * np.linalg.norm(sites[j] + images - sites[i], axis=1)
        like_distances.extend(lengths[lengths > 1e-9])
shortest_like = min(like_distances)
rng = np.random.default_rng(7)
for _ in range(200):
    v = rng.normal(size=(n_atoms, 3))
    v *= (.999 * shortest_like / 4
          / np.linalg.norm(v, axis=1, keepdims=True))
    v[0] = 0
    moved = ((sites + v / edge + rng.random(3)) % 1)[shuffle]
    found_order, _, found_u = match_atoms(kinds, moved)
    assert np.array_equal(found_order, np.argsort(shuffle))
    assert np.allclose(found_u, v - v.mean(axis=0))

# The mean shift gives the least amplitude; fixing Ba gives a larger one.
anchored = edge * internal
A_anchored = np.linalg.norm(anchored)
search = minimize(lambda t: np.sum((anchored - t) ** 2), np.zeros(3))
assert abs(search.fun - A ** 2) < 1e-9 and A_anchored > A + 1e-3

# Irrep content, completeness of the optical modes, and strain content.
parts = {name: np.linalg.norm(P @ u.ravel())
         for name, P in projectors.items()}
assert abs(parts["T1u"] - A) < 1e-12 and parts["T2u"] < 1e-12
assert abs(np.sum(Q ** 2) - A ** 2) < 1e-12
assert np.allclose(Q[:, :2], 0)
strain_parts = {}
for name in ("A1g", "Eg", "T2g"):
    part = dims[name] / 48 * sum(
        chi * R @ strain @ R.T for chi, R in zip(chars[name], ops))
    strain_parts[name] = np.linalg.norm(part)
e1, e2, e3 = np.diag(strain)
assert abs(strain_parts["A1g"] - abs(e1 + e2 + e3) / np.sqrt(3)) < 1e-12
assert abs(strain_parts["Eg"] - abs(2 * e3 - e1 - e2) / np.sqrt(6)) < 1e-12
assert strain_parts["T2g"] < 1e-12

# Rebuild the crystal from stretch and mode amplitudes alone.
rebuilt_u = np.einsum("ma,mai->i", Q, modes).reshape(n_atoms, 3)
rebuilt_frac = sites + rebuilt_u / edge
bonds = {}
for pair, count in ((("Ti", "O"), 6), (("Ba", "O"), 12), (("Ba", "Ti"), 8)):
    raw = bond_lengths(cell, kinds, frac, *pair, count)
    new = bond_lengths(U @ parent_cell, species, rebuilt_frac, *pair, count)
    assert np.allclose(raw, new, atol=1e-10)
    bonds[pair] = raw

# The same crystal in all 48 cell settings: Q must turn as a vector.
for R in ops:
    _, _, u_set = match_atoms(kinds, (frac @ R.T) % 1)
    assert np.allclose(modes @ u_set.ravel(), Q @ R.T, atol=1e-10)
    assert np.allclose(stretch_of(cell @ R.T), R @ U @ R.T, atol=1e-10)

# Control: opposite z displacements of the equatorial oxygens are T2u.
extra = np.zeros((n_atoms, 3))
extra[3, 2], extra[4, 2] = .01, -.01
control = ((sites + internal + extra + hidden_shift) % 1)[shuffle]
_, _, u_control = match_atoms(kinds, control)
control_T1u = np.linalg.norm(projectors["T1u"] @ u_control.ravel())
control_T2u = np.linalg.norm(projectors["T2u"] @ u_control.ravel())
assert abs(control_T1u - A) < 1e-12
assert abs(control_T2u - np.linalg.norm(edge * extra)) < 1e-12

# Pure strain: raw Cartesian differences invent a polar displacement.
raw_gap = (edge * sites) @ strain.T
raw_gap -= raw_gap.mean(axis=0)
false_T1u = np.linalg.norm(projectors["T1u"] @ raw_gap.ravel())
_, _, u_pure = match_atoms(kinds, ((sites + hidden_shift) % 1)[shuffle])
assert false_T1u > .01 and np.linalg.norm(u_pure) < 1e-12

print(f"parent edge: {edge:.2f} angstrom")
print(f"distorted edges a, c: {a_tet:.2f}, {c_tet:.2f} angstrom")
print("input atoms, fractional coordinates:")
for i in range(n_atoms):
    print(f"  input {i + 1} {kinds[i]}: {row(frac[i])}")
print("input atom matched to each parent site:")
for j in range(n_atoms):
    print(f"  {labels[j]} at {row(sites[j], 1)}: input {order[j] + 1}")
print(f"origin shift (fractional): {row(shift)}")
print(f"shortest like-atom distance: {shortest_like:.4f} angstrom")
print(f"quarter of it: {shortest_like / 4:.4f} angstrom")
largest = np.max(np.linalg.norm(anchored, axis=1))
print(f"largest displacement relative to Ba: {largest:.4f} angstrom")
print(f"lowest J, brute force: {lowest:.6f} angstrom^2")
print(f"J from matching: {A ** 2:.6f} angstrom^2")
print(f"strain xx, yy, zz: {row(np.diag(strain))}")
print("strain amplitudes A1g, Eg, T2g:",
      row(list(strain_parts.values()), 6))
print("irrep multiplicities:",
      ", ".join(f"{m} {k}" for k, m in multiplicity.items() if m))
print("centred z displacements u (angstrom) and pattern u/A:")
for j in range(n_atoms):
    print(f"  {labels[j]}: {row([u[j, 2], u[j, 2] / A])}")
names = ["Ba against rest", "Ti against O", "apical against equatorial O"]
print("unit z modes, atoms in parent order:")
for name, mode in zip(names, modes[:, 2]):
    print(f"  {name}: {row(mode.reshape(n_atoms, 3)[:, 2])}")
print("z amplitudes Q:")
for name, value in zip(names, Q[:, 2]):
    print(f"  {name}: {value:.5f} angstrom")
print(f"total amplitude A: {A:.5f} angstrom")
print(f"T1u amplitude: {parts['T1u']:.5f} angstrom")
print(f"T2u amplitude: {parts['T2u']:.5f} angstrom")
print(f"amplitude with Ba fixed: {A_anchored:.5f} angstrom")
print(f"control T1u, T2u: {control_T1u:.5f}, {control_T2u:.5f} angstrom")
print(f"false T1u from pure strain: {false_T1u:.5f} angstrom")
print("six Ti-O bonds (angstrom):", row(bonds[("Ti", "O")]))
print("no test failed")
```

Running it gives:

```
parent edge: 4.00 angstrom
distorted edges a, c: 3.98, 4.08 angstrom
input atoms, fractional coordinates:
  input 1 O: 0.8700 0.2100 0.1700
  input 2 Ba: 0.3700 0.2100 0.6800
  input 3 O: 0.3700 0.7100 0.1700
  input 4 Ti: 0.8700 0.7100 0.2000
  input 5 O: 0.8700 0.7100 0.6500
input atom matched to each parent site:
  Ba at 0.0 0.0 0.0: input 2
  Ti at 0.5 0.5 0.5: input 4
  O apical at 0.5 0.5 0.0: input 5
  O equatorial 1 at 0.5 0.0 0.5: input 1
  O equatorial 2 at 0.0 0.5 0.5: input 3
origin shift (fractional): 0.3700 0.2100 0.6740
shortest like-atom distance: 2.8284 angstrom
quarter of it: 0.7071 angstrom
largest displacement relative to Ba: 0.1200 angstrom
lowest J, brute force: 0.021120 angstrom^2
J from matching: 0.021120 angstrom^2
strain xx, yy, zz: -0.0050 -0.0050 0.0200
strain amplitudes A1g, Eg, T2g: 0.005774 0.020412 0.000000
irrep multiplicities: 4 T1u, 1 T2u
centred z displacements u (angstrom) and pattern u/A:
  Ba: 0.0240 0.1651
  Ti: 0.1040 0.7156
  O apical: -0.0960 -0.6606
  O equatorial 1: -0.0160 -0.1101
  O equatorial 2: -0.0160 -0.1101
unit z modes, atoms in parent order:
  Ba against rest: 0.8944 -0.2236 -0.2236 -0.2236 -0.2236
  Ti against O: 0.0000 0.8660 -0.2887 -0.2887 -0.2887
  apical against equatorial O: 0.0000 0.0000 0.8165 -0.4082 -0.4082
z amplitudes Q:
  Ba against rest: 0.02683 angstrom
  Ti against O: 0.12702 angstrom
  apical against equatorial O: -0.06532 angstrom
total amplitude A: 0.14533 angstrom
T1u amplitude: 0.14533 angstrom
T2u amplitude: 0.00000 angstrom
amplitude with Ba fixed: 0.15492 angstrom
control T1u, T2u: 0.14533, 0.05657 angstrom
false T1u from pure strain: 0.04648 angstrom
six Ti-O bonds (angstrom): 1.8360 1.9938 1.9938 1.9938 1.9938 2.2440
no test failed
```
